The Hebel-Slichter peak and the Knight shift in a BCS superconductor, part 1

(Sections cited here and not found follow in the second part.)

A nuclear spin in a metal feels the conduction electrons through their spin density at the nucleus, and it feels them in two ways. The thermal average of the electron spin, polarized by an applied field, shifts the resonance line; this is the spin part of the Knight shift. The fluctuating part flips the nuclear spin and brings it to equilibrium at a rate 1/T1. In a normal metal both effects come from electrons within about k_B T of the Fermi level: the shift does not depend on temperature, and 1/T1 is proportional to T. When the metal becomes superconducting a gap opens in exactly this range of energies, and one might expect both quantities simply to fall. In BCS theory the shift does fall, steadily. The rate first rises above its normal value, and in the plainest form of the calculation it is infinite. The questions are where the rise comes from, what makes it finite, and why the shift does not share it.

Atomic units are used in the algebra, with ħ = 1 and k_B = 1, so temperatures and frequencies are energies. The metal is isotropic, with a constant density of states N0 per spin per atom near the Fermi level and a band symmetric about it. Spin-orbit scattering, exchange enhancement, the orbital shift and vortices are left out. Without a magnetic field acting on the orbits, the one-electron orbitals φ_a can be chosen real. For N atoms their values at the chosen nucleus are written φ_a(0) = w_a √(ρ/N), where ρ is the contact density and the real numbers w_a have ⟨w_a²⟩ = 1 when averaged over the levels near any given energy. A sum over levels then becomes (1/N) Σ_a w_a² → N0 ∫dξ, with ξ measured from the Fermi level.

The electron has the moment −g_e μB s and the nucleus +g_n μN I. The Fermi contact energy, −(8π/3) times the scalar product of the two moments times the density at the nucleus, is therefore

H_hf = A I·s,  A = (8π/3) g_e μB g_n μN ρ,  s = (1/N) Σ_ab w_a w_b Σ_σσ′ c†_aσ (σ_σσ′/2) c_bσ′.

In SI units 8π/3 is replaced by 2μ0/3. With I± = I_x ± iI_y and s± = s_x ± is_y the product is I·s = I_z s_z + ½(I⁺s⁻ + I⁻s⁺). For I = 1/2 one has ⟨↑|I⁺|↓⟩ = 1, so the nuclear transition ↓ → ↑ acts on the electrons with the operator (A/2)s⁻, where s⁻ = (1/N) Σ_ab w_a w_b c†_a↓ c_b↑. If the electrons take up the energy ω in the transition, the golden rule, which is second order in A, gives the rate

W(ω) = 2π (A/2)² S(ω),  S(ω) = Σ_if p_i |⟨f|s⁻|i⟩|² δ(ω − E_f + E_i),

where p_i are the Boltzmann weights of the electron states. The reverse transition uses s⁺ and takes the energy ω from the electrons; in zero field the electron system is invariant under spin rotations, so s⁺ has the same spectrum as s⁻ and the reverse rate is W(−ω). The populations obey dp↑/dt = W(ω)p↓ − W(−ω)p↑ with p↑ + p↓ = 1, which is dp↑/dt = W(ω) − [W(ω) + W(−ω)]p↑. The approach to equilibrium is exponential, with

1/T1 = W(ω) + W(−ω) = (π/2) A² [S(ω) + S(−ω)].  (1)

For larger I the transition m → m+1 carries the extra factor |⟨m+1|I⁺|m⟩|² = (I−m)(I+m+1). It involves no electron quantity and cancels from the ratio of superconducting to normal rates at the same ω.

In the normal state the term (a,b) of s⁻ removes an up electron from level b and puts a down electron into level a. Different pairs (a,b) lead to different final states, so their probabilities add. With the Fermi function f(E) = 1/(e^{E/T} + 1), the probability that b↑ is filled and a↓ is empty is f(ξ_b)[1 − f(ξ_a)], and S_n(ω) = N0² ∫dξ f(ξ)[1 − f(ξ+ω)]. Putting y = e^{ξ/T} and q = e^{ω/T}, the product is yq/[(1+y)(1+yq)], while f(ξ) − f(ξ+ω) = y(q−1)/[(1+y)(1+yq)]. The product is thus the difference times q/(q−1), and the difference of two shifted steps integrates to ω:

S_n(ω) = N0² ω/(1 − e^{−ω/T}),  S_n(ω) + S_n(−ω) = N0² ω coth(ω/2T) = 2T N0² [1 + O(ω²/T²)].

Equation (1) gives 1/T1 = π A² N0² T for ω ≪ T. For the shift, a field B adds b S_z to the electron energy, with b = g_e μB B. The up levels rise by b/2 and the down levels fall by b/2, so n↑ − n↓ = −N0 b per atom and ⟨s_z⟩ = −N0 b/2. The nucleus gains the energy −(A N0 b/2) I_z, of the same sign as its own Zeeman energy −g_n μN B I_z, and the ratio of the two is K_n = A N0 γe/(2γn), with γe/γn = g_e μB/(g_n μN). Eliminating A N0 gives the Korringa relation for noninteracting electrons, K_n² T1 T = (γe/γn)²/4π. The quantity followed below is

R = (1/T1T)_super/(1/T1T)_normal = [S(ω) + S(−ω)]/(2T N0²).

In the superconducting state the BCS mean-field Hamiltonian pairs each orbital with its time reverse. A real orbital is its own time reverse, so for a real s-wave gap Δ

H = Σ_a [ξ_a (n_a↑ + n_a↓) − Δ (c†_a↑ c†_a↓ + c_a↓ c_a↑)].

The rule [X, YZ] = {X,Y}Z − Y{X,Z} gives [c↑, H] = ξ c↑ − Δ c†↓ and [c†↓, H] = −Δ c↑ − ξ c†↓ for each level. The pair (c↑, c†↓) is therefore mixed by the matrix with rows (ξ, −Δ) and (−Δ, −ξ), whose eigenvalues are ±E with E = √(ξ² + Δ²). Set

c_a↑ = u_a γ_a↑ + v_a γ†_a↓,  c_a↓ = u_a γ_a↓ − v_a γ†_a↑,

and require [γ, H] = Eγ. The operator γ↑ enters (c↑, c†↓) with the coefficients (u, −v), which must be the eigenvector for +E: ξu + Δv = Eu. With u² + v² = 1 this is solved by

u² = ½(1 + ξ/E),  v² = ½(1 − ξ/E),  uv = Δ/2E,

as is seen by multiplying the condition by u: ξu² + Δuv = ξ/2 + (ξ² + Δ²)/2E = (ξ + E)/2 = Eu². Then H = Σ E_a γ†_aσ γ_aσ plus a constant, and each quasiparticle state is occupied with probability f(E_a).

One term of s⁻ becomes

c†_a↓ c_b↑ = (u_a γ†_a↓ − v_a γ_a↑)(u_b γ_b↑ + v_b γ†_b↓) = u_a u_b γ†_a↓ γ_b↑ − v_a v_b γ_a↑ γ†_b↓ + u_a v_b γ†_a↓ γ†_b↓ − v_a u_b γ_a↑ γ_b↑.

In the second term γ_a↑ and γ†_b↓ belong to different spins and anticommute, so −γ_a↑ γ†_b↓ = +γ†_b↓ γ_a↑. Since w_a w_b is symmetric, the labels a and b may be exchanged in the sum, and the first two terms combine into one process with amplitude u_a u_b + v_a v_b. In the third term γ†_a↓ γ†_b↓ is antisymmetric, so the terms (a,b) and (b,a) combine into u_a v_b − v_a u_b, and the fourth term combines in the same way. Thus

s⁻ = (1/N) Σ_ab w_a w_b (u_a u_b + v_a v_b) γ†_a↓ γ_b↑ + (1/N) Σ_a<b w_a w_b (u_a v_b − v_a u_b)(γ†_a↓ γ†_b↓ + γ_a↑ γ_b↑).

The squares, with unprimed and primed symbols for the two levels, are the coherence factors. Since u²u′² + v²v′² = ½(1 + ξξ′/EE′), u²v′² + v²u′² = ½(1 − ξξ′/EE′) and 2uvu′v′ = Δ²/2EE′,

(uu′ + vv′)² = ½[1 + (ξξ′ + Δ²)/EE′],  (uv′ − vu′)² = ½[1 − (ξξ′ + Δ²)/EE′].  (2)

The pair terms create or destroy two quasiparticles and transfer at least 2Δ, so for ω < 2Δ they cannot conserve energy and drop out. The scattering term remains: a thermally excited quasiparticle flips its spin, either as an electron scattering from b to a or as a hole going the reverse way, and the two amplitudes add. The relative sign belongs to the operator. For the spin-independent operator Σ_σ c†_aσ c_bσ with a ≠ b, which is how a sound wave couples to the electrons, the up-spin part contains u_a u_b γ†_a↑ γ_b↑ + v_a v_b γ_a↓ γ†_b↓, and reordering the second term now gives −v_a v_b γ†_b↓ γ_a↓. The amplitude is uu′ − vv′, with square ½[1 + (ξξ′ − Δ²)/EE′]. The difference arises from the minus sign in c_a↓, which expresses the singlet pairing: spin is odd under time reversal and density is even. At the gap edge, where ξ = ξ′ = 0 and E = E′ = Δ, the spin factor is 1 and the density factor is 0.

The meaning of ω needs care. With the term b S_z the γ operators are unchanged, because n↑ − n↓ = γ†↑γ↑ − γ†↓γ↓ for each level (both sides are +1 and −1 on the two singly occupied states and 0 on the two paired states), and the energies become E ± b/2. The scattering process carries the occupation factor f(E_b + b/2)[1 − f(E_a − b/2)] and transfers the energy E_a − E_b − b. If the nucleus supplies ω_n, conservation reads E_a − E_b = b + ω_n. What enters the density of states is this mismatch of orbital energies, and it is called ω from here on. In zero field it is the nuclear splitting itself, from a quadrupole coupling or from local dipolar fields. In a field that reaches the electrons uniformly, as a parallel field does in a thin film, it is b + ω_n, and b is larger than the nuclear Zeeman energy by γe/γn. In that case the occupation factor is f(Ē)[1 − f(Ē)] at the midpoint energy Ē = (E_a + E_b)/2, up to the negligible ω_n, and the symmetric factor used below equals it up to order ω²/T². The program checks the coherence factors, the factor (1/2)² of the hyperfine matrix element, the shift by b and the opposite sign for the density against the exact thermal spectrum of three paired levels in their 64-dimensional Fock space.

In the continuum, with ω < 2Δ,

S(ω) = N0² ∫dξ ∫dξ′ ½[1 + (ξξ′ + Δ²)/EE′] f(E)[1 − f(E′)] δ(E′ − E − ω).

Everything except ξξ′ is even in ξ, so the term ξξ′ integrates to zero. Each remaining integral is twice the integral over positive ξ, and ξ = √(E² − Δ²) gives dξ = E dE/√(E² − Δ²). The factors combine as 2 × 2 × ½ = 2, and (1 + Δ²/EE′) EE′ = EE′ + Δ². S(−ω) is the same expression with the two energies exchanged. Adding them and dividing by 2T N0²,

R(ω) = (1/T) ∫_Δ^∞ dE (EE′ + Δ²)/√[(E² − Δ²)(E′² − Δ²)] × {f(E)[1 − f(E′)] + f(E′)[1 − f(E)]},  E′ = E + ω.  (3)

Define g(E) = −df/dE = f(1 − f)/T = (1/4T) sech²(E/2T). Setting ω = 0 in (3) gives 2∫_Δ^∞ dE g(E)(E² + Δ²)/(E² − Δ²). For Δ = 0 this is 2f(0) = 1, as it must be. For Δ > 0 the integrand behaves as 1/(E − Δ) at the edge and the integral diverges logarithmically. The density of states E/√(E² − Δ²) has an integrable inverse-square-root edge, but a transition needs an initial and a final state, and the product of two such edges at the same energy is not integrable.

To extract the logarithm, use the midpoint energy ε = E + ω/2 and a = ω/2, so that E = ε − a and E′ = ε + a. The four factors under the root regroup:

(E − Δ)(E′ − Δ)(E + Δ)(E′ + Δ) = [(ε − Δ)² − a²][(ε + Δ)² − a²].

The numerator is ε² − a² + Δ², and the curly bracket is unchanged when a changes sign, so it equals 2T g(ε) + O(a²). Everything except the factor [(ε − Δ)² − a²]^(−1/2) is smooth and even in a. With y = ε − Δ,

R(ω) = ∫_a^∞ dy ψ(y)/√(y² − a²) + O(a² ln a),  ψ(y) = 2g(ε)(ε² + Δ²)/(ε + Δ),  ψ(0) = 2Δ g(Δ).

Split the range at X, with a ≪ X ≪ Δ, T. Above X the root is y up to relative order a²/y². Below X expand ψ. The constant term gives ψ(0) arcosh(X/a) = ψ(0) ln(2X/a) + O(a²/X²). The linear term gives ∫_a^X y dy/√(y² − a²) = √(X² − a²), which differs from its value at a = 0 only at order a², and the quadratic term differs at order a² ln a. Since ln(2X/a) = ∫_{a/2}^X dy/y, the finite ω acts exactly like a sharp cutoff η = a/2 = ω/4 placed on the ω = 0 integral, in the sense that only the logarithm is kept from the lower limit, with an error of order ω² ln ω in units of the smaller of Δ and T. The cut integral is done by partial fractions,

(E² + Δ²)/(E² − Δ²) = 1 + 2Δ²/(E² − Δ²) = 1 + Δ/(E − Δ) − Δ/(E + Δ) = 1 + Δ dL/dE,  L(E) = ln[(E − Δ)/(E + Δ)].

The 1 gives 2∫_Δ^∞ g dE = 2f(Δ). The rest is integrated by parts. The boundary term vanishes at infinity, and at E = Δ + η it is −2Δ g(Δ) ln(η/2Δ) = 2Δ g(Δ) ln(8Δ/ω). In the remaining integral L has only an integrable logarithm, so the lower limit can be moved to Δ:

R(ω) = 2f(Δ) + 2Δ g(Δ) ln(8Δ/ω) − 2Δ ∫_Δ^∞ (dg/dE) L(E) dE,  ω ≪ Δ, T.  (4)

Both dg/dE and L are negative above Δ, so the last term of (4) is negative. The coefficient of the logarithm is 2Δ g(Δ) = (Δ/2T) sech²(Δ/2T).

The role of the coherence factor can be read from the numerator. If EE′ + Δ² is replaced by EE′, as it would be with the BCS density of states and no interference, then E²/(E² − Δ²) = 1 + (Δ/2) dL/dE and the coefficient of the logarithm is halved, to Δ g(Δ). If it is replaced by EE′ − Δ², the density case, the fraction is exactly 1 at ω = 0, no logarithm appears, and the ratio is 2f(Δ), which only falls as the gap opens. The pile-up of states at the edge supplies the divergence, and the coherence factor doubles it for a spin flip and cancels it for a density probe. The program tests (3) against the double ξ integral done on a grid, tests (4) against quadrature of (3) to 10⁻⁴ at ω = 10⁻⁶ (a tolerance that does not probe the order of the error; the comment in the program quotes only the looser bound ω ln ω), and tests the three coefficients 2Δg, Δg and 0 through the change of R over a decade of ω.

Two limits of (4) show the shape in temperature. For Δ ≪ T, 2f(Δ) = 1 − Δ/2T and g(Δ) = 1/4T to the order needed. In the last term the weight of dg/dE lies at E of order T, where L ≈ −2Δ/E, so that term is 4Δ² ∫(dg/dE) dE/E, of order Δ²/T². Hence

R ≈ 1 + (Δ/2T)[ln(8Δ/ω) − 1],  ω ≪ Δ ≪ T.  (5)

The −1 is the loss of states from the gap region and the logarithm is the gain from the edge; under the condition ω ≪ Δ the gain wins, and R exceeds 1. The condition fails in the immediate neighbourhood of Tc, where Δ drops below ω and (5) does not apply. For T ≪ Δ, f ≈ e^{−E/T}, g ≈ e^{−E/T}/T and dg/dE = −g/T. With x = E − Δ, L = ln(x/2Δ) − ln(1 + x/2Δ) ≈ ln(x/2Δ) − x/2Δ. The integrals ∫_0^∞ e^{−x/T} ln(x/2Δ) dx = T[ln(T/2Δ) − γ], where γ = −∫_0^∞ e^{−y} ln y dy is Euler's constant, and ∫_0^∞ e^{−x/T} (x/2Δ) dx = T²/2Δ turn the last term of (4) into e^{−Δ/T}{(2Δ/T)[ln(T/2Δ) − γ] − 1}. Adding 2e^{−Δ/T} and (2Δ/T)e^{−Δ/T} ln(8Δ/ω),

R ≈ e^{−Δ/T} {(2Δ/T)[ln(4T/ω) − γ] + 1},  ω ≪ T ≪ Δ,  (6)

where the next term inside the braces is of order T/Δ. The logarithm persists, now cut off from above by T, but the supply of quasiparticles is exponentially small. A quantity that starts at 1, rises by (5) and ends as (6) has a maximum in between. This is the Hebel-Slichter peak. Both limits are tested in the program against quadrature of (3).

A cutoff as small as a nuclear splitting matters only if the gap edge is sharp on that scale. Quasiparticle lifetimes, gap anisotropy and inhomogeneity all smear the edge, and a form of the rate is needed that does not assume sharp levels. It can be had for any Hamiltonian quadratic in the electron operators with real singlet pairing. Let h be a real symmetric one-electron matrix and D a real symmetric pairing matrix on M orbitals. The column (c↑, c†↓) of 2M operators is mixed by the matrix with blocks (h, −D) in the first row and (−D, −h) in the second. Let its eigenvalues be ε_n and its real eigenvectors (U_n, V_n). Expanding the column in them defines 2M independent fermions γ_n with H = Σ ε_n γ†_n γ_n plus a constant and occupation f(ε_n), where ε_n now takes both signs. For the local orbital d_σ = N^(−1/2) Σ_a w_a c_aσ one has s⁻ = d†↓ d↑, d↑ = Σ α_n γ_n and d†↓ = Σ β_n γ_n, where α_n and β_n are the projections of U_n and V_n on the local orbital. Then s⁻ = Σ_n<m (β_n α_m − β_m α_n) γ_n γ_m, each term leads to its own final state, and

S(ω) = ½ Σ_nm (β_n α_m − β_m α_n)² f(ε_n) f(ε_m) δ(ω + ε_n + ε_m) = Σ_nm (β_n² α_m² − α_n β_n α_m β_m) f(ε_n) f(ε_m) δ(ω + ε_n + ε_m).

The spectrum is symmetric. If hU − DV = εU and −DU − hV = εV, then the vector (V, −U) satisfies hV + DU = −εV and −DV + hU = −ε(−U), so it is an eigenvector for −ε, with α → β and β → −α. Replacing n by its partner turns β_n² into α_n², α_nβ_n into −α_nβ_n, ε_n into −ε_n and f(ε_n) into 1 − f(ε_n). In terms of the local spectral functions N0 N(E) = Σ α_n² δ(E − ε_n) and N0 M(E) = −Σ α_nβ_n δ(E − ε_n),

S(ω) = N0² ∫_{−∞}^{∞} dE [N(E)N(E+ω) + M(E)M(E+ω)] f(E)[1 − f(E+ω)].  (7)

The coherence factor has become the term MM, the square of the anomalous (pair) spectral weight. The program tests the discrete form of (7) against exact diagonalization of two paired levels, each hybridized with an unpaired site. One consequence follows at once: if the gap varies over the Fermi surface, N and M are averages over it, and a gap that changes sign so that M averages to zero loses the coherence term altogether.

A definite broadening is obtained from a model. Let every level a be coupled by a hopping t to its own wide, flat band of unpaired states with density ρ_b. Eliminating the band adds to the electron component the self-energy t²ρ_b ∫dε/(E + i0 − ε) = −iπt²ρ_b and to the hole component t²ρ_b ∫dε/(E + i0 + ε), which has the same value. With Γ = πt²ρ_b the Green function of the level is the inverse of the matrix with rows (z − ξ, Δ) and (Δ, z + ξ), at z = E + iΓ:

G11 = (z + ξ)/(s² − ξ²),  G12 = −Δ/(s² − ξ²),  s = √(z² − Δ²),  Im s > 0.

The rise of the relaxation rate below Tc has been traced to the sharp gap edge, doubled in its logarithm by the spin-flip coherence factor and kept finite by a small energy mismatch ω. What remains is to work out the effect of a level width Γ, obtain the temperature dependence of the gap, show why the spin shift has no peak, and put in numbers.
